# Why Sommerfeld's Spinless Quantization Gives the Dirac-Coulomb Energies: test program

```python
"""Why Sommerfeld's spinless rule gives the Dirac-Coulomb energies.

Result under test (hbar = m = c = 1, V = -a/r, a = Z alpha):
    E = 1/sqrt(1 + a^2/N^2),  N = n_r + sqrt(kappa^2 - a^2),
both for Dirac's equation and for Sommerfeld's rule with n_phi = |kappa|.
The Dirac 1/r^2 coefficient is G(G-1), G = +gamma or -gamma, where
gamma = sqrt(kappa^2-a^2).  With Langer's 1/4 it becomes (G-1/2)^2.
The half-integer radial action rule then gives integer n_r.
A spinless particle obeys the Klein-Gordon (KG) spectrum instead.
N = a E/sqrt(1-E^2) serves as the energy variable throughout.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import odeint
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv

Z = 50
alpha = constants.fine_structure
a = Z * alpha
rest_keV = constants.m_e * constants.c**2 / constants.e / 1000
gamma = {k: math.sqrt(k*k - a*a) for k in (1, 2, 3)}


def energy(N):
    return N / math.sqrt(N*N + a*a)


def binding(N):
    return rest_keV * (1 - energy(N))


def coulomb(r):
    """r times the Coulomb potential."""
    return -a


screening = 0.05 * a


def yukawa(r):
    """r times the screened potential."""
    return -a * np.exp(-screening * r)


# ---------- wave equations: integrate from both ends and match ----------
def mismatch(rhs, x_in, y_in, x_match, x_out, y_out):
    opts = dict(tfirst=True, rtol=1e-11, atol=1e-13, mxstep=20000)
    left = odeint(rhs, y_in, [x_in, x_match], **opts)[-1]
    right = odeint(rhs, y_out, [x_out, x_match], **opts)[-1]
    left = left / np.linalg.norm(left)
    right = right / np.linalg.norm(right)
    return left[0]*right[1] - left[1]*right[0]


def dirac_mismatch(N, kappa, rV):
    """First-order radial Dirac equations in x = ln r."""
    E = energy(N)
    lam = a / math.sqrt(N*N + a*a)
    g = gamma[abs(kappa)]
    ratio = (kappa + g)/a if kappa > 0 else a/(kappa - g)

    def rhs(x, y):
        r = math.exp(x)
        v = rV(r)
        return [-kappa*y[0] + (r*(E + 1) - v)*y[1],
                kappa*y[1] - (r*(E - 1) - v)*y[0]]
    return mismatch(rhs, math.log(1e-6), [1.0, ratio], math.log(N/lam),
                    math.log((N + 35)/lam), [1.0, -lam/(1 + E)])


def second_order_mismatch(N, s):
    """u'' = [s(s+1)/rho^2 - 2N/rho + 1] u, with x = ln rho."""
    def rhs(x, y):
        rho = math.exp(x)
        return [y[1], y[1] + (s*(s + 1) - 2*N*rho + rho*rho)*y[0]]
    end = N + 35
    return mismatch(rhs, math.log(1e-6), [1.0, s + 1], math.log(N),
                    math.log(end), [1.0, N - end])


def all_roots(function, low=0.55, high=3.45, points=30):
    grid = np.linspace(low, high, points)
    values = [function(x) for x in grid]
    return [brentq(function, grid[i], grid[i+1], xtol=1e-10)
            for i in range(points - 1) if values[i]*values[i+1] < 0]


# ---------- classical radial motion by quadrature ----------
def classical(E, C, rV):
    """Return closed integrals of p_r dr and dr/(r^2 p_r), over 2 pi.
    C is the squared angular momentum in p_r^2=(E-V)^2-1-C/r^2."""
    def f(r):
        return (r*E - rV(r))**2 - r*r - C
    r = np.geomspace(1e-3, 1e3, 3000)
    allowed = np.where(f(r) > 0)[0]
    if len(allowed) == 0:
        return 0.0, math.nan
    i, j = allowed[0], allowed[-1]
    r1 = brentq(f, r[i-1], r[i], xtol=1e-14)
    r2 = brentq(f, r[j], r[j+1], xtol=1e-14)
    theta = (np.arange(400) + 0.5)*np.pi/400
    half = (r2 - r1)/2
    q = (r1 + r2)/2 - half*np.cos(theta)
    p = np.sqrt(np.maximum(f(q), 1e-300))/q
    jac = half*np.sin(theta)
    return float(np.mean(p*jac)), float(np.mean(jac/(q*q*p)))


def action_level(target, C, rV=coulomb):
    return brentq(lambda N: classical(energy(N), C, rV)[0] - target,
                  0.3, 5.0, xtol=1e-11)


def sommerfeld_level(n_r, n_phi):
    if n_r > 0:
        return action_level(n_r, n_phi**2)
    # zero radial action: circular orbit, the minimum classical energy
    best = minimize_scalar(
        lambda r: -a/r + math.sqrt(1 + n_phi**2/r**2),
        bounds=(0.1, 100), method='bounded', options={'xatol': 1e-9})
    E = best.fun
    return a*E/math.sqrt(1 - E*E)


print(f"Z = {Z}, a = Z alpha = {a:.6f}")
print(f"electron rest energy = {rest_keV:.5f} keV")
print(f"gamma for |kappa|=1: {gamma[1]:.6f}; for 2: {gamma[2]:.6f}")

# Radial action against N - Lambda, on several orbits.
for N in (1.5, 2.2, 3.1):
    for C in (0.25, 1.0):
        value = classical(energy(N), C, coulomb)[0]
        assert abs(value - (N - math.sqrt(C - a*a))) < 1e-8
sample = classical(energy(2.2), 1.0, coulomb)[0]
print(f"action/(2 pi hbar) at N=2.2, L=1: {sample:.6f}")

# Chirality elimination, applied to an arbitrary two-spinor.
x, y, z = sp.symbols('x y z', real=True)
radius = sp.sqrt(x*x + y*y + z*z)
strength, Etest = sp.Rational(2, 5), sp.Rational(9, 10)
A = Etest + strength/radius
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
phi = sp.Matrix([(1 + x*y)*sp.exp(-z), x - sp.I*z**2 + y])


def sigma_p(spinor):
    out = sp.zeros(2, 1)
    for s, q in zip(pauli, (x, y, z)):
        out += -sp.I*s*spinor.diff(q)
    return out


sigma_r = (x*pauli[0] + y*pauli[1] + z*pauli[2])/radius
laplacian = phi.diff(x, 2) + phi.diff(y, 2) + phi.diff(z, 2)
place = {x: 0.7, y: -0.4, z: 1.1}
for chi in (1, -1):
    first = A*phi - chi*sigma_p(phi)
    product = A*first + chi*sigma_p(first)
    squared = (A**2*phi + laplacian
               + sp.I*chi*strength*sigma_r*phi/radius**2)
    gap = (product - squared).subs(place).evalf()
    assert max(abs(complex(v)) for v in gap) < 1e-11

# Angular operator L^2-a^2-i a sigma_r in spherical harmonics, m_j=1/2.
# The top l has one state without its partner; the others are complete.
nodes, weights = np.polynomial.legendre.leggauss(40)
basis = [(l, 0) for l in range(4)] + [(l, 1) for l in range(1, 4)]
angular = []
for l, m in basis:
    w = lpmv(m, l, nodes)
    angular.append(w/np.sqrt(np.sum(weights*w*w)))
S = np.zeros((7, 7))
for i, (_, mi) in enumerate(basis):
    for j, (_, mj) in enumerate(basis):
        if mi == mj:
            kernel = nodes if mi == 0 else -nodes
        else:
            kernel = np.sqrt(1 - nodes**2)
        S[i, j] = np.sum(weights*angular[i]*kernel*angular[j])
M = np.diag([l*(l + 1) - a*a for l, _ in basis]) - 1j*a*S
eigenvalues = np.linalg.eigvals(M)
print("1/r^2 coefficients from the angular matrix (hbar^2):")
for k in (1, 2, 3):
    found = []
    for sign in (1, -1):
        G = sign*gamma[k]
        nearest = eigenvalues[np.argmin(abs(eigenvalues - G*(G - 1)))]
        assert abs(nearest - G*(G - 1)) < 1e-9
        found.append(nearest.real)
    print(f"  |kappa|={k}: G>0 {found[0]:.6f}, G<0 {found[1]:.6f}")

# Half-integer action rule against integrated second-order equations.
print("second-order equation, N by integration (dimensionless):")
kg_s = -0.5 + math.sqrt(0.25 - a*a)
kg_p = -0.5 + math.sqrt(2.25 - a*a)
cases = [("KG l=0", kg_s), ("KG l=1", kg_p),
         ("G=+gamma, |kappa|=1", gamma[1] - 1),
         ("G=-gamma, |kappa|=1", gamma[1])]
second = {}
for name, s in cases:
    levels = all_roots(lambda N: second_order_mismatch(N, s))
    assert len(levels) >= 2
    for n, N in enumerate(levels):
        rule = action_level(n + 0.5, (s + 0.5)**2 + a*a)
        assert abs(N - rule) < 1e-6
    second[name] = levels
    print(f"  {name}: " + ", ".join(f"{N:.6f}" for N in levels))

# Full Dirac equation against Sommerfeld's integer action rule.
print("binding energies in keV, Dirac integration | Sommerfeld:")
dirac = {}
for kappa, count in ((-1, 3), (1, 2), (-2, 2), (2, 1)):
    levels = all_roots(lambda N: dirac_mismatch(N, kappa, coulomb))
    assert len(levels) == count
    dirac[kappa] = levels
    for i, N in enumerate(levels):
        n_r = i if kappa < 0 else i + 1
        classical_N = sommerfeld_level(n_r, abs(kappa))
        assert abs(N - classical_N) < 1e-6
        assert abs(N - n_r - gamma[abs(kappa)]) < 1e-6
        print(f"  kappa={kappa:+d}, n_r={n_r}: N={N:.6f}, "
              f"{binding(N):.5f} | {binding(classical_N):.5f}")

# The two G sectors together give the Dirac levels with multiplicity.
sectors = sorted(second["G=+gamma, |kappa|=1"]
                 + second["G=-gamma, |kappa|=1"])
assert np.allclose(sectors, sorted(dirac[-1] + dirac[1]), atol=1e-6)
kg_ground = second["KG l=0"][0]
assert abs(binding(kg_ground) - binding(dirac[-1][0])) > 1
print(f"KG ground-state binding = {binding(kg_ground):.5f} keV")

# First-order spin contribution to the action, on different orbits.
print("first-order spin change of action/(2 pi hbar), G=+gamma:")
for N in (1.5, 2.5):
    shift = gamma[1]/2*classical(energy(N), 1.0, coulomb)[1]
    assert abs(shift - 0.5) < 1e-7
    print(f"  N={N}: {shift:.6f}")
g = gamma[2]
without_quarter = g - math.sqrt(g*(g - 1))
with_quarter = g - math.sqrt(g*(g - 1) + 0.25)
assert abs(with_quarter - 0.5) < 1e-12 < abs(without_quarter - 0.5)
print(f"|kappa|=2 action change without 1/4: {without_quarter:.6f}")
print(f"|kappa|=2 action change with 1/4: {with_quarter:.6f}")

# A screened field removes the coincidence of kappa=-1 and kappa=+1.
minus = all_roots(lambda N: dirac_mismatch(N, -1, yukawa))
plus = all_roots(lambda N: dirac_mismatch(N, 1, yukawa))
assert len(minus) == 2 and len(plus) == 1
old_rule = action_level(1, 1.0, yukawa)
split = binding(minus[1]) - binding(plus[0])
coulomb_split = binding(dirac[-1][1]) - binding(dirac[1][0])
assert abs(split) > 1e-3 and abs(coulomb_split) < 1e-5
print(f"Yukawa screening parameter / a = {screening/a:.3f}")
print(f"Yukawa 2s1/2 binding = {binding(minus[1]):.5f} keV")
print(f"Yukawa 2p1/2 binding = {binding(plus[0]):.5f} keV")
print(f"Yukawa Sommerfeld n_r=1, n_phi=1: {binding(old_rule):.5f} keV")

# Weak-field n=2 fine structure, with extra digits for the subtraction.
mp.mp.dps = 35
b = mp.mpf(alpha)


def precise_energy(N):
    return 1/mp.sqrt(1 + b*b/N**2)


half = mp.mpf(1)/2
dirac_width = (precise_energy(mp.sqrt(4 - b*b))
               - precise_energy(1 + mp.sqrt(1 - b*b)))
kg_width = (precise_energy(half + mp.sqrt(mp.mpf(9)/4 - b*b))
            - precise_energy(1 + half + mp.sqrt(mp.mpf(1)/4 - b*b)))
ratio = kg_width/dirac_width
assert abs(ratio - mp.mpf(8)/3) < 1e-3
to_micro_eV = rest_keV*1e9
print(f"Z=1, n=2 Dirac width = {float(dirac_width)*to_micro_eV:.4f} microeV")
print(f"Z=1, n=2 KG width = {float(kg_width)*to_micro_eV:.4f} microeV")
print(f"Z=1 width ratio KG/Dirac = {float(ratio):.5f}")
print("checks complete")
```

Printed output:

```
Z = 50, a = Z alpha = 0.364868
electron rest energy = 510.99895 keV
gamma for |kappa|=1: 0.931059; for 2: 1.966436
action/(2 pi hbar) at N=2.2, L=1: 1.268941
1/r^2 coefficients from the angular matrix (hbar^2):
  |kappa|=1: G>0 -0.064188, G<0 1.797931
  |kappa|=2: G>0 1.900435, G<0 5.833308
  |kappa|=3: G>0 5.889142, G<0 11.844601
second-order equation, N by integration (dimensionless):
  KG l=0: 0.841865, 1.841865, 2.841865
  KG l=1: 1.954947, 2.954947
  G=+gamma, |kappa|=1: 0.931059, 1.931059, 2.931059
  G=-gamma, |kappa|=1: 1.931059, 2.931059
binding energies in keV, Dirac integration | Sommerfeld:
  kappa=-1, n_r=0: N=0.931059, 35.22857 | 35.22857
  kappa=-1, n_r=1: N=1.931059, 8.88438 | 8.88438
  kappa=-1, n_r=2: N=2.931059, 3.91381 | 3.91381
  kappa=+1, n_r=1: N=1.931059, 8.88438 | 8.88438
  kappa=+1, n_r=2: N=2.931059, 3.91381 | 3.91381
  kappa=-2, n_r=0: N=1.966436, 8.57551 | 8.57551
  kappa=-2, n_r=1: N=2.966436, 3.82205 | 3.82205
  kappa=+2, n_r=1: N=2.966436, 3.82205 | 3.82205
KG ground-state binding = 42.14108 keV
first-order spin change of action/(2 pi hbar), G=+gamma:
  N=1.5: 0.500000
  N=2.5: 0.500000
|kappa|=2 action change without 1/4: 0.587873
|kappa|=2 action change with 1/4: 0.500000
Yukawa screening parameter / a = 0.050
Yukawa 2s1/2 binding = 5.92249 keV
Yukawa 2p1/2 binding = 5.85167 keV
Yukawa Sommerfeld n_r=1, n_phi=1: 5.88875 keV
Z=1, n=2 Dirac width = 45.2841 microeV
Z=1, n=2 KG width = 120.7669 microeV
Z=1 width ratio KG/Dirac = 2.66687
checks complete
```
